\section*{Sneak-path resistance of a memristor crossbar with floating lines}

\section*{Problem}

A passive crossbar memory has $N$ parallel row lines and $N$ parallel column lines, with $N\ge 2$. At each crossing a filamentary memristor joins the row to the column. A conducting filament through the cell gives a low resistance $R_L$; a broken filament gives a high resistance $R_H$. To read one cell, its row is held at voltage $V$ and its column at zero. The other $N-1$ rows and $N-1$ columns are left floating. Current then also flows from the selected row to the selected column through unselected cells. These routes together form the sneak path.

Assume that every unselected cell is an ohmic resistor $R$, that the lines are perfect conductors, and that the currents are steady. The voltage $V$ is defined at the line terminals, so the resistance of the driving circuit is not included.

\begin{enumerate}
\item[(a)] Find the potentials of the floating lines and the sneak-path resistance $R_s$, which is the resistance between the two selected lines with the selected cell removed.
\item[(b)] Obtain $R_s$ again by combining resistors. Examine $N=2$ and large $N$, and decide whether the three-cell routes may be treated as independent resistors in parallel.
\item[(c)] An array of copper-filament cells has $N=32$, $R_L=10$ k$\Omega$, $R_H=1000$ k$\Omega$ and $V=0.10$ V. All unselected cells are in the low state. Find the total current for each state of the selected cell, and the largest $N$ for which the two currents differ by a factor of at least 1.1.
\item[(d)] Find how $R_s$ responds to a small change of any resistance in the network. Use the answer to decide which stored data give the lowest $R_s$, and to find the leading correction when each line has a small resistance $r_w$ per cell pitch.
\item[(e)] Judge the result of (c) against the conditions in a real array.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Potentials and resistance}

Write $n=N-1$ for the number of floating rows, which is also the number of floating columns. Let $c_j$ be the potential of floating column $j$ and $r_i$ that of floating row $i$, with $i,j=1,\dots,n$.

A floating line has no external connection, so in the steady state the current entering it equals the current leaving it. Column $j$ is joined to the selected row by one cell and to the floating rows by $n$ cells. Row $i$ is joined to the floating columns by $n$ cells and to the selected column, at zero potential, by one cell. Hence
\begin{align}
\frac{V-c_j}{R}&=\sum_{i=1}^{n}\frac{c_j-r_i}{R},\\
\sum_{j=1}^{n}\frac{c_j-r_i}{R}&=\frac{r_i}{R}.
\end{align}
Multiply both equations by $R$. In the first, the sum is $nc_j-\sum_i r_i$; in the second it is $\sum_j c_j-nr_i$. Collecting terms and using $n+1=N$ gives
\begin{equation}
Nc_j=V+\sum_{i=1}^{n}r_i,\qquad
Nr_i=\sum_{j=1}^{n}c_j .
\end{equation}
The right side of the first equation does not depend on $j$, so all floating columns have the same potential $c$. Likewise, all floating rows have the same potential $r$. The equations become
\begin{equation}
Nc=V+nr,\qquad Nr=nc .
\end{equation}
Multiply the first by $N$ and replace $Nr$ by $nc$:
\begin{equation}
N^2c=NV+n^2c
\quad\Longrightarrow\quad
c=\frac{NV}{N^2-n^2}.
\end{equation}
Since $N^2-n^2=(N-n)(N+n)=2N-1$,
\begin{equation}
c=\frac{N}{2N-1}V,\qquad r=\frac{n}{N}c=\frac{N-1}{2N-1}V .
\end{equation}

With the selected cell removed, the selected row feeds $n$ cells, each carrying the voltage
\begin{equation}
V-c=\frac{(2N-1)-N}{2N-1}V=\frac{N-1}{2N-1}V .
\end{equation}
The sneak current is therefore
\begin{equation}
I_s=n\,\frac{V-c}{R}=\frac{(N-1)^2}{2N-1}\,\frac{V}{R},
\end{equation}
and the resistance is
\begin{equation}
\boxed{R_s=\frac{V}{I_s}=R\,\frac{2N-1}{(N-1)^2}.}
\end{equation}

\subsection*{(b) Combining resistors, and two limits}

Lines at equal potential may be joined without changing any current. Joining the floating columns together, and the floating rows together, leaves three groups of cells in series:
\begin{itemize}
\item $n$ cells in parallel from the selected row to the floating columns, of resistance $R/n$;
\item $n^2$ cells in parallel from the floating columns to the floating rows, of resistance $R/n^2$;
\item $n$ cells in parallel from the floating rows to the selected column, of resistance $R/n$.
\end{itemize}
Their sum is
\begin{equation}
R_s=\frac{R}{n}+\frac{R}{n^2}+\frac{R}{n}
=\frac{(2n+1)R}{n^2},
\end{equation}
which is the earlier result, because $2n+1=2N-1$.

For $N=2$ there is one route through three cells, and $R_s=3R$. For large $N$ the middle group becomes negligible beside the outer two, and $R_s\to 2R/N$. The sneak path is then limited by the cells on the two selected lines.

There are $n^2$ three-cell routes. If they were independent, the resistance would be $3R/n^2$. They are not independent for $N>2$, because each outer cell belongs to $n$ routes and carries the current of all of them. The voltages show the effect: an outer cell carries $nV/(2N-1)$, but a middle cell carries only $c-r=V/(2N-1)$.

\subsection*{(c) Reading a cell in a 32 by 32 array}

Each outer group has resistance $10\,000/31=322.6\ \Omega$, and the middle group has $10\,000/31^2=10.41\ \Omega$. Thus
\begin{equation}
R_s=2(322.6)+10.41=655.6\ \Omega .
\end{equation}
Solving Kirchhoff's equations for the full array, without grouping the cells, gives the same value. The large-$N$ estimate is $625\ \Omega$, about 5\% below $R_s$. The assumption of independent routes would give $31.2\ \Omega$.

The floating columns lie at 50.79 mV and the floating rows at 49.21 mV. The outer cells carry 49.21 mV each, the middle cells 1.59 mV each.

The selected cell, of resistance $R_c$, joins the same two lines as the sneak path, so the two are in parallel:
\begin{equation}
I=V\left(\frac1{R_c}+\frac1{R_s}\right).
\end{equation}
The sneak current is $0.10/655.6$ A $=152.5\ \mu$A. The selected cell adds $10.0\ \mu$A in its low state or $0.1\ \mu$A in its high state. The totals are $162.5\ \mu$A and $152.6\ \mu$A, with ratio 1.065. The cell alone would give a ratio of 100.

To find the largest array, require the ratio to be at least $k$, with $k>1$:
\begin{equation}
\frac1{R_L}+\frac1{R_s}\ge k\left(\frac1{R_H}+\frac1{R_s}\right)
\quad\Longrightarrow\quad
\frac1{R_s}\le\frac{1/R_L-k/R_H}{k-1}.
\end{equation}
Multiply by $R=R_L$ and insert $R_L/R_H=0.01$ and $k=1.1$:
\begin{equation}
\frac{(N-1)^2}{2N-1}\le\frac{1-0.011}{0.1}=9.89 .
\end{equation}
With $m=2N-1$ the left side is $(m-2+1/m)/4$, which increases with $m$ for $m>1$. One crossing point therefore settles the matter. The left side is $400/41=9.76$ at $N=21$ and $441/43=10.26$ at $N=22$. The largest array has $N=21$, where the ratio is 1.101; at $N=22$ it is 1.096. These values hold for unselected cells that are all in the low state.

\subsection*{(d) Response to a change of resistance}

Let resistor $k$ of the network have resistance $R_k$, current $i_k$ and voltage $v_k=R_ki_k$. Keep the total current $I$ fixed. The dissipated power is
\begin{equation}
R_sI^2=\sum_k R_k i_k^2 .
\end{equation}
A small change of the resistances gives
\begin{equation}
I^2\,dR_s=\sum_k i_k^2\,dR_k+2\sum_k v_k\,di_k .
\end{equation}
The last sum vanishes. Each $v_k$ is a difference of two node potentials, so the sum can be regrouped as each node potential times the net change of current leaving that node through the resistors. That net change is zero at every node, including the terminals, because $I$ is fixed. Hence
\begin{equation}
dR_s=\sum_k\left(\frac{i_k}{I}\right)^2dR_k .
\label{eq:response}
\end{equation}

No coefficient is negative, so raising any cell resistance cannot lower $R_s$. If each cell has resistance $R_L$ or $R_H>R_L$, the lowest $R_s$ belongs to the pattern with all unselected cells in the low state. The boxed formula with $R=R_L$ thus gives the lowest $R_s$ over stored data. It also gives the lowest ratio of the two read currents, provided the unselected cells are the same in both reads.

This ratio does not ensure that one fixed current threshold can identify the state when the other data are unknown. In the array with $N=21$ from part (c), the total read current is $97.7\ \mu$A for a high cell among low cells, but only $11.0\ \mu$A for a low cell among high cells.

For the line resistance, let the selected cell sit at the corner where its row and column have their terminals. Equation~\eqref{eq:response} then requires the current in each line segment of the ideal array. The selected row gives $I/n$ to each floating column in turn, so its successive segments carry $I$, $I(n-1)/n$, and so on down to $I/n$. The sum of squared fractions is
\begin{equation}
S=\frac1{n^2}\sum_{m=1}^{n}m^2
=\frac{(n+1)(2n+1)}{6n}.
\end{equation}
The selected column collects current in the same pattern and also contributes $S$. A floating column receives $I/n$ at one end and gives equal parts to $n$ rows. Its currents follow the same pattern scaled by $1/n$, so it contributes $S/n^2$, and the $n$ floating columns contribute $S/n$. The floating rows contribute the same. To first order in $r_w$,
\begin{equation}
\Delta R_s=r_w\left(2S+\frac{2S}{n}\right)
=2r_wS\,\frac{n+1}{n}
=r_w\frac{N^2(2N-1)}{3(N-1)^2}.
\end{equation}
Division by $R_s$ leaves
\begin{equation}
\frac{\Delta R_s}{R_s}=\frac{r_wN^2}{3R}.
\end{equation}
The ideal-line result therefore requires $N^2\ll 3R/r_w$. At fixed $R$ and $r_w$, it fails for large enough arrays.

\subsection*{(e) The model beside a real array}

The cell and line values used here are rough typical ones. A resistance of 10 k$\Omega$ corresponds to 1.29 conductance quanta, since one quantum has a resistance of 12.91 k$\Omega$. If the copper filament is continuous and metallic, it is therefore a contact of atomic size at its narrowest point, and small changes in its structure can alter $R$ appreciably. A wider filament interrupted by a thin tunnelling gap could have the same resistance. Of the departures from the model computed below, the unequal resistances due to stored data change $R_s$ the most. When each unselected cell is low or high with equal probability, the mean $R_s$ over 200 random patterns is 2.14 times the formula value, and the least is 1.50 times. At the mean, $R_s\approx1.40$ k$\Omega$ and the read ratio rises from 1.065 to about 1.14, which is still far below 100.

Differences among low-state cells matter less. For a normal distribution of $\ln R$ with standard deviation 0.3 and median resistance 10 k$\Omega$, the mean $R_s$ over 200 random arrays falls by 4.0\%, with a deviation of 3.6\% of the formula value from array to array. The fall arises because cells in parallel add conductances. The mean conductance is $e^{0.3^2/2}/R$, which suggests a fall of about 4.4\%. This estimate is somewhat too large, because each group holds only a finite number of cells and the floating lines are no longer at equal potentials.

Take copper lines 100 nm wide and 200 nm thick, with a 200 nm pitch and resistivity 3.0 $\mu\Omega$ cm. Then $r_w=0.30\ \Omega$, and the correction is $0.30\times32^2/(3\times10^4)=1.02\%$. A solution with resistive lines also gives 1.02\%. For a selected cell at the far corner it gives 0.93\%. There each selected line already meets an unselected cell at its terminal, so its successive segments carry sneak currents from $I(n-1)/n$ down to zero, instead of from $I$ down to $I/n$. The sum of squared fractions falls by 1 for each of the two lines, which removes $2r_w=0.6\ \Omega$, or 0.09\% of $R_s$. A larger $R_s$ does not by itself mean a better read. Away from the terminals the selected cell is no longer in parallel with $R_s$, because the voltage lost along the two lines lowers the voltage across it. At the far corner the read ratio falls from 1.065 to 1.064 for $N=32$, and from 1.1014 to 1.1005 for $N=21$, so the limit $N=21$ survives these lines only narrowly.

Suppose the cells are slightly nonlinear, with $I=(V_0/R)\sinh(v/V_0)$ at cell voltage $v$ and a rough $V_0=0.3$ V. Expansion gives $I\approx(v/R)[1+v^2/(6V_0^2)]$. For an outer cell the added term is $0.0492^2/(6\times0.3^2)=0.45\%$. The outer groups hold most of the resistance, and the computed rise of the sneak current is 0.44\%.

Consider 358 K instead of 300 K. If the line resistance follows the temperature coefficient of bulk copper, roughly 0.0039 K$^{-1}$, and the cells are unchanged, the wire correction rises to 1.25\%. This overstates the rise, because the line resistivity assumed here is above the bulk value and the extra scattering depends little on temperature. If the cells followed the same coefficient, then $R$ and $R_s$ would both rise by 23\%. This probably overstates the change, since the resistance of an atomic-size contact is not set mainly by bulk scattering.

The selected line carries up to 0.81 MA/cm$^2$ at its terminal, high enough for electromigration to deserve attention under sustained current. The driving circuit matters too: if its series resistance were equal to $R_s$, it would take about half of the supply voltage. Finally, the formula was derived for floating lines and ohmic cells. It does not in general apply when unselected lines are held at fixed potentials, or when each cell has a transistor or a strongly nonlinear selector in series. How much the currents then change depends on the potentials or the devices chosen. The computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
Array size N: 32
Low-state resistance: 10 kohm
High-state resistance: 1000 kohm
Read voltage: 0.10 V
Line width, thickness, pitch: 100, 200, 200 nm
Copper line resistivity: 3.0 uohm cm
SNEAK PATH
Each outer group: 322.6 ohm
Middle group: 10.41 ohm
Sneak resistance, formula: 655.6 ohm
Sneak resistance, full network: 655.6 ohm
Large-N estimate 2R/N: 625.0 ohm
Wrong independent-path value: 31.2 ohm
Floating column potential: 50.79 mV
Floating row potential: 49.21 mV
Outer cell voltage: 49.21 mV
Middle cell voltage: 1.59 mV
READING
Sneak current: 152.5 uA
Selected cell current, low state: 10.0 uA
Selected cell current, high state: 0.1 uA
Total current, low state: 162.5 uA
Total current, high state: 152.6 uA
On/off ratio of the cell alone: 100
On/off ratio in the array: 1.065
Largest N for ratio >= 1.1: 21
Ratio at that N: 1.1014
Ratio at the next N: 1.0964
NEGLECTED EFFECTS
Resistance of one conductance quantum: 12.91 kohm
Low-state conductance in quanta: 1.29
Line resistance per pitch: 0.30 ohm
Wire change of R_s, first order: +1.02 %
Wire change of R_s, near corner: +1.02 %
Wire change of R_s, far corner: +0.93 %
Wire change of R_s at 358 K, near corner: +1.25 %
Nonlinearity voltage V0 (rough): 0.3 V
Nonlinear change of sneak current: +0.44 %
Assumed spread, standard deviation of ln R: 0.3
Spread: mean change of R_s: -4.0 %
Spread: array-to-array deviation: 3.6 %
Random half-low data: mean R_s / formula: 2.14
Random half-low data: least R_s / formula: 1.50
Bulk copper temperature coefficient (rough): 0.0039 1/K
Cell change 300 to 358 K if bulk-like: +23 %
Peak line current density: 0.81 MA/cm2
\end{verbatim}
